# Why an electrolyte's stability window is not its HOMO-LUMO gap

Suppose the voltage an electrolyte can withstand is read from the gap between the highest occupied and lowest unoccupied orbital (HOMO and LUMO) of its solvent molecule. For water, the B3LYP functional with the def2-TZVPD basis then promises 8.53 V (about 8.1 V in bases with more diffuse functions). Yet splitting water into hydrogen and oxygen, at standard conditions, becomes thermodynamically downhill once the voltage exceeds about 1.2 V. An aqueous cell designed on the orbital gap would be designed for a voltage far beyond the stability of its solvent.

## The counter-example: water

**What the window is.** Let $E$ be the electrode potential and $e>0$ the elementary charge. An electron in the electrode has free energy $-eE$, up to a constant fixed by the reference electrode. Oxidation and reduction of water read

$$2\mathrm{H_2O}\to \mathrm{O_2}+4\mathrm{H^+}+4e^-,\qquad 4\mathrm{H^+}+4e^-\to 2\mathrm{H_2}.$$

Let $G(X)$ be the free energy per particle of species $X$. At the potential where each reaction is in equilibrium, both its sides have equal free energy:

$$2G(\mathrm{H_2O})=G(\mathrm{O_2})+4G(\mathrm{H^+})-4eE_{\rm ox},$$
$$4G(\mathrm{H^+})-4eE_{\rm red}=2G(\mathrm{H_2}).$$

Solving each for its potential gives

$$4eE_{\rm ox}=G(\mathrm{O_2})+4G(\mathrm{H^+})-2G(\mathrm{H_2O}),$$
$$4eE_{\rm red}=4G(\mathrm{H^+})-2G(\mathrm{H_2}).$$

Above $E_{\rm ox}$ oxidation is downhill; below $E_{\rm red}$ reduction is. The window is $W=E_{\rm ox}-E_{\rm red}$. If the pH is the same at both electrodes, the proton terms cancel on subtraction, and division by 4 leaves

$$eW=\tfrac12\left[G(\mathrm{H_2})+\tfrac12G(\mathrm{O_2})-G(\mathrm{H_2O},\text{liquid})\right].\tag{1}$$

The reference constant has cancelled too. What remains is the free energy of a chemical reaction, per electron.

**Evaluating the free energies.** The gases are taken as ideal, at $T=298.15$ K and pressure $p=1$ bar. For $N$ molecules with single-molecule partition function $q$, Stirling's formula gives the Helmholtz energy $-NkT[\ln(q/N)+1]$. Adding $pV=NkT$ gives $-kT\ln(q/N)$ per molecule. In atomic units the translational part of $q/N$ is $(mkT/2\pi)^{3/2}V/N$, with $V/N=kT/p$. Hence

$$G=E_{\rm el}+\sum_i\left[\frac{\omega_i}{2}+kT\ln\left(1-e^{-\omega_i/kT}\right)\right]-kT\ln\left[\left(\frac{mkT}{2\pi}\right)^{3/2}\frac{kT}{p}\,q_{\rm rot}\,g\right].$$

Here $E_{\rm el}$ is the electronic energy, $\omega_i$ are harmonic frequencies and $g$ is the electronic degeneracy: 3 for O$_2$, 2 for the H atom and 4 for OH, whose small spin-orbit splitting is neglected. For a linear molecule with moment of inertia $I$ and symmetry number $\sigma$, $q_{\rm rot}=2IkT/\sigma$. For O$_2$ this gives 72.49, against 72.66 from the sum over its allowed odd rotational levels. For the nonlinear water molecule, with principal moments $I_A,I_B,I_C$, the classical value $q_{\rm rot}=\sqrt{\pi(2kT)^3I_AI_BI_C}/\sigma$ is used, with $\sigma=2$. Geometries and frequencies come from MP2/6-31G**, and for O$_2$ from B3LYP/6-31G*.

Liquid water has the same free energy per molecule as the vapour above it. With a rough vapour pressure of 0.03 bar,

$$G(\text{liquid})=G(\text{vapour, 1 bar})+kT\ln 0.03,$$

and the last term is $-0.090$ eV. Equation (1) contains half of this with a minus sign, so it adds only 0.045 V to the window.

With B3LYP/def2-TZVPD electronic energies, the bracket in (1) is 2.22 eV, so

$$W=\frac{2.22}{2}\ \text{V}=1.11\ \text{V}.$$

This lies about 0.1 V below the measured window of about 1.2 V, a deviation of the order of 10 per cent of that value. The functional, the finite basis, the harmonic vibrations and the classical rotation are all approximations; their separate shares in the deviation were not determined. The discrepancy to be explained is of another size: the B3LYP gap is 7.7 times $eW$, and still about 7.3 times with the more diffuse bases discussed below.

**What the orbital gaps are.** The gap itself is not one number:

- Hartree-Fock, 6-31G**: 19.35 eV
- Hartree-Fock, very diffuse basis: 13.90 eV
- B3LYP, def2-TZVPD: 8.53 eV
- PBE, def2-TZVPD: 6.60 eV

In Hartree-Fock theory the levels have a definite meaning. With $h_{ii}$ the one-electron integrals and $\langle ij\|ij\rangle$ the Coulomb minus exchange integrals over occupied spin orbitals,

$$E(N)=\sum_i h_{ii}+\tfrac12\sum_{ij}\langle ij\|ij\rangle,\qquad \varepsilon_k=h_{kk}+\sum_j\langle kj\|kj\rangle.$$

Remove an electron from orbital $k$ and leave all other orbitals unchanged. The energy loses $h_{kk}$ and, from the double sum, the terms with $i=k$ and those with $j=k$. These two sets are equal, which cancels the factor $\tfrac12$; the term with $i=j=k$ is zero. Therefore $E(N-1,\text{frozen})-E(N)=-\varepsilon_k$. Adding an electron to an empty orbital $a$ likewise gives $E(N+1,\text{frozen})-E(N)=\varepsilon_a$.

So the Hartree-Fock gap is the energy to move an electron from one isolated molecule to another far away, with no orbital, nucleus or solvent molecule responding. Letting the orbitals respond already lowers the Hartree-Fock ionization energy from 13.51 to 10.81 eV in the 6-31G** basis (from 13.88 to 10.97 eV in def2-TZVPPD). For the approximate Kohn-Sham functionals used here even the frozen-orbital reading is lost: in B3LYP, $-\varepsilon_{\rm HOMO}=8.82$ eV, while the energy difference between cation and molecule is 12.79 eV with relaxed orbitals. A cation with frozen orbitals lies higher still, since relaxation minimizes its energy, so the frozen-orbital difference is even further from 8.82 eV.

The Hartree-Fock LUMO, which sees the field of the whole neutral molecule, has a further defect. Take a normalized Gaussian orbital proportional to $e^{-\alpha r^2}$, for which $\langle r^2\rangle=3/(4\alpha)$. Since $\nabla\phi=-2\alpha\mathbf r\phi$, its kinetic energy is

$$\tfrac12\int|\nabla\phi|^2\,d^3r=\tfrac12\,4\alpha^2\,\frac{3}{4\alpha}=\frac{3\alpha}{2}.$$

This vanishes as $\alpha\to0$. So does the interaction with the neutral molecule, because the orbital's density near the molecule falls as $\alpha^{3/2}$. An empty level can thus be brought as close to zero as desired by adding diffuse functions. In the calculation the Hartree-Fock LUMO falls from 5.84 to 0.041 eV. (The B3LYP LUMO lies at $-8.82+8.53=-0.29$ eV in def2-TZVPD and is not converged in the basis: it drops to $-0.68$ eV in aug-cc-pVTZ and $-0.71$ eV in the very diffuse basis, while the HOMO moves by about 0.01 eV, so the gap falls to 8.14 and 8.10 eV.) The diffuse Hartree-Fock level describes an electron that has left the molecule, and says nothing about the reduction of liquid water to hydrogen.

**From ionization to 1.11 V.** The vertical ionization energy is 12.79 eV. Relaxing the nuclei of H$_2$O$^+$ gains 0.103 eV in MP2/6-31G** (about 0.08 eV in the larger def2-TZVPPD basis), a small amount for this molecule. The cation then finds a better outcome than remaining a cation:

$$\mathrm{H_2O^+}+\mathrm{H_2O}\to\mathrm{OH}+\mathrm{H_3O^+}$$

is downhill by 1.21 eV for separated gas-phase species (MP2/6-31G**, energies without thermal terms). This small basis overstates the gain by about 0.2 eV: def2-TZVPPD gives 1.03 eV, close to the enthalpy of about 1.0 eV implied by the tabulated proton affinities of H$_2$O and OH.

In the liquid the proton is solvated, which is a large effect on each electrode reaction taken alone. It need not be computed for the window. Let the anode make OH and the cathode make H atoms:

$$eE_{\rm ox}=G(\mathrm{OH})+G(\mathrm{H^+})-G(\mathrm{H_2O}),\qquad eE_{\rm red}=G(\mathrm{H^+})-G(\mathrm{H}).$$

The difference is

$$eW_{\rm rad}=G(\mathrm{OH})+G(\mathrm{H})-G(\mathrm{H_2O},\text{liquid}).\tag{2}$$

The proton made at one electrode is used at the other, and its solvation free energy drops out. With the radicals counted as gases at 1 bar, $W_{\rm rad}=4.73$ V. This is the free energy of breaking one O–H bond in the vapour, plus the 0.090 eV needed to take the molecule out of the liquid.

The radicals can still form bonds. Per electron, the gains are

$$g_c=G(\mathrm H)-\tfrac12G(\mathrm{H_2})=2.11\ \text{eV},$$
$$g_a=G(\mathrm{OH})-\tfrac12G(\mathrm{H_2O})-\tfrac14G(\mathrm{O_2})=1.51\ \text{eV}.$$

Subtracting both from (2) cancels $G(\mathrm H)$ and $G(\mathrm{OH})$ and leaves $\tfrac12G(\mathrm{H_2})+\tfrac14G(\mathrm{O_2})-\tfrac12G(\mathrm{H_2O})$, which is (1). In numbers,

$$4.73-2.11=2.62,\qquad 2.62-1.51=1.11\ \text{V}.$$

The intermediate value, 2.62 V, is the window for making H$_2$ and free OH. Tabulated thermochemistry puts the two radical windows near 4.9 and 2.8 V, so the computed 4.73 and 2.62 V are low by about 0.2 V. The low final value therefore depends on the proton leaving and on new H–H and O–O bonds. None of these products is represented in the orbital spectrum of one water molecule.

## The general statement

Fix the temperature, the composition of the electrolyte and the activities of all products. Consider every oxidation $r$ and every reduction $s$ open to the electrolyte, including those that involve its salt or the electrode surface. Let $r$ release $n_r$ electrons and $s$ consume $m_s$. Let $A_r$ and $B_s$ be the free energies of products minus reactants, with the electrons left out. Then

$$eW=\min_r\frac{A_r}{n_r}+\min_s\frac{B_s}{m_s},\tag{3}$$

and this is the free energy per transferred electron of the net reaction formed from the two minimizing half-reactions.

**Proof.** An oxidation at potential $E$ produces $n_r$ electrons of free energy $-eE$ each, so its total free energy change is $A_r-n_reE$. It is downhill when $E>A_r/(n_re)$. The first oxidation to become possible on raising $E$ sets the upper edge:

$$eE_{\rm ox}=\min_r\frac{A_r}{n_r}.$$

A reduction consumes its electrons, so its change is $B_s+m_seE$. It is downhill when $E<-B_s/(m_se)$. The first to become possible on lowering $E$ sets the lower edge:

$$eE_{\rm red}=\max_s\left(-\frac{B_s}{m_s}\right)=-\min_s\frac{B_s}{m_s}.$$

Subtraction gives (3). To balance the electrons, run the chosen oxidation $m_s$ times and the chosen reduction $n_r$ times. The net free energy is $m_sA_r+n_rB_s$, and $n_rm_s$ electrons are transferred. Division gives $A_r/n_r+B_s/m_s$, as claimed. $\square$

If $W<0$, the net reaction is downhill without any applied voltage.

**Relation to ionization and electron attachment.** One candidate pair is $S\to S^++e^-$ and $S+e^-\to S^-$, for which

$$eW_1=G(S^+)+G(S^-)-2G(S).$$

Let $I_v$ and $A_v$ be the vertical ionization energy and electron affinity of the isolated molecule, with relaxed orbitals. If the isolated molecule does not bind the extra electron, $A_v$ refers to a compact anion with the electron held on the molecule, and is negative. Without that restriction the electron would leave and the affinity would tend to zero. Let $R_\pm\ge0$ be the energies gained when the nuclei of the ions relax. The gas-phase ion energies are then $E(S)+I_v-R_+$ and $E(S)-A_v-R_-$. Add to each species its solvation free energy $\Delta G_s$, and collect the differences of thermal terms in $\Theta$. The two $E(S)$ cancel:

$$eW_1=I_v-A_v-R_+-R_-+\Delta G_s(S^+)+\Delta G_s(S^-)-2\Delta G_s(S)+\Theta.\tag{4}$$

Since (3) minimizes over all available reactions, $W\le W_1$. If $S^+$ turns into other products with free energy change $\Delta G_f<0$ per electron, $A_r/n_r$ falls by $|\Delta G_f|$. Proton transfer and radical recombination enter in this way.

This inequality does not make an orbital gap a general upper bound on $eW$. The gap is not $I_v-A_v$, and (4) contains further terms.

**Solvation.** In the Born model an ion of charge $q$ is a sphere of radius $a$ in a medium of permittivity $\varepsilon$. The displacement field is $q/r^2$ and the energy density $q^2/(8\pi\varepsilon r^4)$. The change from vacuum is

$$\Delta G_s=\int_a^\infty\left(\frac1\varepsilon-1\right)\frac{q^2}{8\pi r^4}\,4\pi r^2\,dr=-\left(1-\frac1\varepsilon\right)\frac{q^2}{2a}.\tag{5}$$

It vanishes for $\varepsilon\to1$ and saturates at $-q^2/2a$ for large $\varepsilon$. The model omits the molecular structure of the solvent, such as hydrogen bonds to the ion.

**Ion pairing.** Let $S^+$ pair with anions of free concentration $c$ and association constant $K$, in a dilute solution. The paired concentration is $Kc[S^+]$, so the total oxidized concentration is $[S^+](1+Kc)$. The potential obeys $eE=eE^\circ+kT\ln([S^+]/[S])$. When the total oxidized and neutral concentrations are equal, $[S^+]/[S]=1/(1+Kc)$, and the edge has moved by

$$\Delta E_{\rm ox}=-\frac{kT}{e}\ln(1+Kc).\tag{6}$$

For $S^-$ pairing with cations the sign is reversed, because there $eE=eE^\circ-kT\ln([S^-]/[S])$. Both shifts narrow the window. Weak pairing, $Kc\ll1$, gives a shift of magnitude $kTKc/e$; strong pairing gives 0.0592 V per factor of ten in $c$. If the neutral solvent also binds the ion, with constant $K_0$, then $1+Kc$ is replaced by $(1+Kc)/(1+K_0c)$, and the window can widen instead.

## A solvent without proton transfer

Round parameters illustrate how far the window can lie below the vertical gap $I_v-A_v$ even when no bond is broken. This vertical gap is a difference of total energies, not an orbital gap. Let $I_v=10.0$ eV, $A_v=-1.0$ eV, $R_+=0.3$ eV, $R_-=0.5$ eV, $a=6$ bohr for both ions and $\varepsilon=40$. The negative $A_v$ is an assumed value for a compact anion that is unbound in the gas phase. Set the solvation of the neutral molecule and $\Theta$ to zero. The vertical gap is $10.0-(-1.0)=11.00$ eV, and relaxation leaves $11.00-0.3-0.5=10.20$ eV.

Equation (5) gives $-(1-1/40)/12$ hartree, or $-2.211$ eV per ion. Hence

$$W_1=10.20-2(2.211)=5.78\ \text{V}.$$

For strong pairing, assumed separately and not derived from the radius and permittivity above, with $K=1000$ L/mol and $c=1$ mol/L at each edge, treated as an ideal solution although this concentration is not dilute, (6) gives 0.178 V per edge, so the window becomes $5.78-2(0.178)=5.42$ V. Here $c$ is the concentration of anions that remain free. A direct minimization of the mixture's free energy at the shifted potential, with only 0.001 mol/L of $S$ in total so that pairing hardly depletes the anions, finds an oxidized fraction of 0.4999, where (6) requires one half. When the amount of $S$ is comparable to that of the salt, pairing lowers the free anion concentration noticeably, and (6) must be used with that lower value, not with the initial salt concentration. A solvent present at about 10 mol/L would exhaust the salt long before half of it is oxidized; for it, (6) gives the shift of the potential at which a small, fixed total concentration of oxidized solvent is reached.

In this model solvation is the largest correction, and the final window is about half the vertical gap. The model contains no formation of new products; in water, the reactions that turn the radicals into H$_2$, O$_2$ and water lower the window from 4.73 to 1.11 V.

## Conditions and limits

The product activities must be stated, because a reaction is downhill at first whenever one of its products starts at zero activity, as a dissolved species not yet present does. For water, replacing 1 bar by pressures $p_{\rm H_2}$ and $p_{\rm O_2}$ in bar adds $\tfrac12kT\ln p_{\rm H_2}+\tfrac14kT\ln p_{\rm O_2}$ to $eW$. Ten bar of each gas widens the window by $\tfrac34(0.0592)=0.044$ V.

A common increase of pH lowers both edges of water by 0.0592 V per unit and leaves $W$ unchanged, because each half-reaction involves one proton per electron. This cancellation fails if the two edges have different proton-to-electron ratios, or if the pH differs between the electrodes.

The window is thermodynamic. A slow reaction or a protective film can let a cell operate beyond it, but the electrolyte is then protected by kinetics, not stable.

Orbital energies keep a restricted use. Write $eE_{\rm ox}=-\varepsilon_{\rm HOMO}+C$, where $C$ collects everything the orbital energy omits, including the reference constant. Within a family of solvents, HOMO energies rank the oxidation potentials if $C$ varies by less than the HOMO energies differ. Where solvation, pairing or the decomposition reaction changes from one member to the next, $C$ can change too, and the ranking is no longer assured. No such family of solvents was computed here.

## Computed results

```
temperature: 298.15 K
kT: 0.02569 eV
edge shift per pH unit, kT ln10/e: 0.0592 V
rough vapour pressure of water: 0.03 bar
H2O bond length MP2: 1.816 bohr
H2O angle MP2: 104.0 deg
O2 bond length B3LYP/6-31G*: 2.295 bohr
HF/6-31G** HOMO: -13.51 eV
HF/6-31G** LUMO: 5.84 eV
HF/6-31G** gap: 19.35 eV
HF frozen-orbital ionization: 13.51 eV
HF relaxed-orbital ionization: 10.81 eV
HF diffuse-basis HOMO: -13.86 eV
HF diffuse-basis LUMO: 0.041 eV
HF diffuse-basis gap: 13.90 eV
B3LYP/def2-TZVPD gap: 8.53 eV
PBE/def2-TZVPD gap: 6.60 eV
B3LYP minus HOMO energy: 8.82 eV
B3LYP vertical ionization of H2O: 12.79 eV
MP2 geometric relaxation of H2O+: 0.103 eV
MP2 energy H2O+ + H2O -> OH + H3O+: -1.21 eV
G(liquid) - G(vapour, 1 bar): -0.090 eV
window, products H and OH: 4.73 V
window, products H2 and OH: 2.62 V
gain per electron, H -> H2/2: 2.11 eV
gain per electron, OH -> H2O/2 + O2/4: 1.51 eV
free energy H2O(l) -> H2 + O2/2: 2.22 eV
window, products H2 and O2: 1.11 V
deviation from 1.23 V: -0.12 V
B3LYP gap / (e x full window): 7.7 (ratio)
O2 rotational sum over odd levels: 72.66 (number)
O2 rotational classical value: 72.49 (number)
model vertical ionization energy: 10.0 eV
model vertical electron affinity: -1.0 eV
model relaxation of cation: 0.3 eV
model relaxation of anion: 0.5 eV
model ion radius: 6.0 bohr
model relative permittivity: 40 (number)
model Born energy per ion: -2.211 eV
model Born energy from field integral: -2.211 eV
model pairing constant: 1000 L/mol
model salt concentration: 1.0 mol/L
model pairing shift per edge: -0.178 V
oxidized fraction at shifted potential: 0.4999 (number)
model vertical gap: 11.00 eV
model gap after relaxation: 10.20 eV
model window after solvation: 5.78 V
model window after pairing: 5.42 V
```
